Fourier transform of ultrasoft and PAW augmentation functions

In an ultrasoft or PAW calculation the plane waves represent a smooth wave function ψ̃. Near a nucleus ψ̃ differs from the full wave function, so |ψ̃|² carries the wrong charge there, in amount and in shape. The missing density is restored as a sum over pairs of partial waves, Σ_ij ρ_ij Q_ij(r), where the occupations ρ_ij come from projections of ψ̃ and the functions Q_ij(r) are fixed properties of the atom. The sum gives the missing density exactly if ψ̃ near the nucleus is a combination of the smooth partial waves; with a finite set, a cross term between the remainder of ψ̃ and the differences φ_i − φ̃_i is left out. When this density is added to |ψ̃|² on the reciprocal grid, as in an ultrasoft scheme, each Q_ij, or a smoothed version of it, must be supplied as Fourier coefficients. In PAW the Q_ij themselves stay on radial grids around the atom, and only a compensation density of the same angular form goes onto the reciprocal grid (section 6). A three-dimensional integral for every pair and every G would be wasteful, because the angular part can be done once and for all.

**1. Definitions and result**

The algebra is in atomic units. Let i stand for a radial label together with l, m, and let j stand for another radial label with l', m'. The full and smooth partial waves are

φ_i(r) = u_i(r) Y_lm(r̂)/r,  φ̃_i(r) = ũ_i(r) Y_lm(r̂)/r,

with real radial functions and real, orthonormal spherical harmonics. The two waves coincide for r ≥ r_c. Define

Q_ij(r) = φ_i(r) φ_j(r) − φ̃_i(r) φ̃_j(r),  (1)

q_ij(r) = u_i(r) u_j(r) − ũ_i(r) ũ_j(r).  (2)

Both vanish for r ≥ r_c. The transform is taken with the sign

Q_ij(G) = ∫ e^{−iG·r} Q_ij(r) d³r.  (3)

The result is

Q_ij(G) = 4π Σ_L (−i)^L F_L(G) Σ_M c^{LM}_{ij} Y_LM(Ĝ),  (4)

L = |l−l'|, |l−l'|+2, …, l+l',

with the radial transform and the Gaunt coefficient

F_L(G) = ∫₀^{r_c} j_L(Gr) q_ij(r) dr,  (5)

c^{LM}_{ij} = ∫ Y_lm Y_l'm' Y_LM dΩ.  (6)

F_L depends on the radial functions of the pair, on L and on the length G, but not on m, m' or M.

**2. Separating radius and angle**

Inserting the partial waves into (1) gives

Q_ij(r) = [q_ij(r)/r²] Y_lm(r̂) Y_l'm'(r̂).  (7)

The factor 1/r² will cancel the r² of the volume element. This is why (5) contains dr and not r² dr. A code that stores u_i/r instead of u_i must put the r² back.

The spherical harmonics are complete and orthonormal on the sphere, so the angular product can be expanded in them. Multiplying by one harmonic and integrating identifies the coefficients as (6):

Y_lm Y_l'm' = Σ_LM c^{LM}_{ij} Y_LM.  (8)

**3. Which L occur**

*Parity.* Under inversion, Y_lm(−n) = (−1)^l Y_lm(n). The integrand of (6) is thereby multiplied by (−1)^{l+l'+L}, while the integral over the whole sphere does not change. Hence c^{LM}_{ij} = 0 unless l+l'+L is even, and L advances in steps of two.

*Upper limit.* The function H = r^L Y_LM is a homogeneous polynomial of degree L with ∇²H = 0. Let p be any homogeneous polynomial of degree n < L. Green's theorem in the unit ball reads

∫ (H ∂p/∂r − p ∂H/∂r) dΩ = ∫_ball (H ∇²p − p ∇²H) d³r.

On the unit sphere ∂p/∂r = np and ∂H/∂r = LH, so

(n − L) ∫ H p dΩ = ∫_ball H ∇²p d³r.  (9)

For n = 0 or 1, ∇²p = 0 and the integral on the left vanishes. For larger n, ∇²p is homogeneous of degree n−2. If the statement holds for degree n−2, the angular integral on the right vanishes at every radius, and so the left side vanishes too. By induction, Y_LM is orthogonal to every homogeneous polynomial of degree below L. The product r^{l+l'} Y_lm Y_l'm' is such a polynomial, of degree l+l'. Therefore c^{LM}_{ij} = 0 for L > l+l'.

*Lower limit.* The three harmonics enter (6) symmetrically. Applying the same argument to the product Y_lm Y_LM gives l' ≤ l+L, and applying it to Y_l'm' Y_LM gives l ≤ l'+L. Together these say L ≥ |l−l'|.

The rule states where coefficients may be nonzero. For particular m and m' a coefficient inside the range can still vanish.

**4. Projecting the plane wave**

Set x = Gr and t = Ĝ·r̂. The plane wave depends on angle through t alone, and the Legendre polynomials are complete on −1 ≤ t ≤ 1 with ∫P_L² dt = 2/(2L+1). Thus

e^{−ixt} = Σ_L a_L P_L(t),  a_L = [(2L+1)/2] ∫₋₁¹ e^{−ixt} P_L(t) dt.  (10)

Rodrigues' formula is P_L = (1/2^L L!) d^L(t²−1)^L/dt^L. In L partial integrations the boundary terms vanish, since every derivative of (t²−1)^L below order L is zero at t = ±1. Each integration contributes a factor −1 and each derivative of the exponential a factor −ix:

∫ e^{−ixt} P_L dt = [(−1)^L (−ix)^L/(2^L L!)] ∫ (t²−1)^L e^{−ixt} dt
 = [(−ix)^L/(2^L L!)] ∫ (1−t²)^L cos(xt) dt.  (11)

In the second line (t²−1)^L = (−1)^L (1−t²)^L has cancelled the factor (−1)^L, and the odd sine part has dropped out.

The remaining integral is a spherical Bessel function. To see this, expand the cosine and use the beta integral

∫₋₁¹ (1−t²)^L t^{2k} dt = L! 2^{L+1} (2k−1)!!/(2L+2k+1)!!,

with (−1)!! = 1. Since (2k)! = 2^k k! (2k−1)!!, one finds

[x^L/(2^{L+1} L!)] ∫ (1−t²)^L cos(xt) dt
 = Σ_k (−1)^k x^{L+2k}/[2^k k! (2L+2k+1)!!] = j_L(x),  (12)

which is the power series of j_L. Equation (11) becomes

∫₋₁¹ e^{−ixt} P_L(t) dt = 2(−i)^L j_L(x),  a_L = (2L+1)(−i)^L j_L(x).  (13)

Next, P_L(Ĝ·r̂) must be separated into functions of Ĝ and r̂. Consider K(n,n') = Σ_M Y_LM(n) Y_LM(n'). A rotation turns the 2L+1 harmonics into another orthonormal basis of the same space, so it mixes them by an orthogonal matrix and leaves K unchanged. K therefore depends on n·n' alone. Choose n' along z. All harmonics with M ≠ 0 vanish there, and Y_L0 = √[(2L+1)/4π] P_L(cos θ) with P_L(1) = 1. This gives the addition theorem

Σ_M Y_LM(n) Y_LM(n') = [(2L+1)/4π] P_L(n·n').  (14)

Insert (13) and (14) into (10), multiply by Y_LM(r̂) and integrate over the directions of r. Orthonormality leaves one term:

∫ e^{−iG·r} Y_LM(r̂) dΩ = 4π (−i)^L j_L(Gr) Y_LM(Ĝ).  (15)

**5. Assembling the transform**

Put (7) and (8) into (3), with d³r = r² dr dΩ:

Q_ij(G) = ∫₀^{r_c} dr r² [q_ij(r)/r²] Σ_LM c^{LM}_{ij} ∫ e^{−iG·r} Y_LM(r̂) dΩ.

The sum is finite by section 3, so its order with the integrals is free. Replacing the angular integral by (15) gives (4). No truncation has been made: for partial waves of the assumed form, (4) holds at every G.

For an atom at R in a periodic cell of volume Ω, the density is Σ_T Q_ij(r−R−T), with T the lattice vectors. Because e^{−iG·T} = 1 for a reciprocal vector, the integral over one cell of the periodic sum equals the integral over all space of a single term. The substitution r = R+s then yields the coefficient of e^{iG·r}:

n_ij(G) = e^{−iG·R} Q_ij(G)/Ω.  (16)

**6. Properties that an implementation can use**

*Phase.* All L in (4) have the parity of l+l'. Thus Q_ij(G) is real for even l+l' and imaginary for odd l+l', and Q_ij(−G) = (−1)^{l+l'} Q_ij(G). Successive terms carry factors (−i)^L of opposite sign. With e^{+iG·r} in (3), (−i)^L becomes i^L, which reverses Q_ij(G) for odd l+l' and leaves it unchanged for even l+l'.

*Zero wave vector.* By (12), j_0(0) = 1 and j_L(0) = 0 for L > 0. L = 0 requires l = l', and then c^{00}_{ij} = δ_mm'/√(4π). With Y_00 = 1/√(4π),

Q_ij(0) = δ_ll' δ_mm' ∫₀^{r_c} q_ij(r) dr.  (17)

This is the augmentation charge. The direction Ĝ is undefined at G = 0, but it enters only through terms whose F_L is zero. Code should treat this point separately to avoid dividing by |G|.

*Small wave vectors.* Let M_L = ∫ r^L q_ij dr. The first two terms of (12) give

F_L(G) ≈ [G^L/(2L+1)!!] {M_L − G² M_{L+2}/[2(2L+3)]}.  (18)

The leading term carries the multipole moment of order L. For L = 1 it gives −iG·D, where D = ∫ r Q_ij(r) d³r is the dipole of the augmentation function. This also follows from expanding the exponential in (3) to first order.

*Smoothed augmentation.* An ultrasoft scheme may replace q_ij inside a smaller radius by a softer function q_ij^L, chosen separately for each L. Equation (7) is then replaced by Σ_LM c^{LM}_{ij} Y_LM q_ij^L/r², and the derivation goes through with q_ij^L in (5). If the moment M_L is preserved, (18) shows that F_L changes first at order G^{L+2}. A PAW compensation density written in the same angular form is treated likewise, with its own radial function in (5).

*Harmonic conventions.* Y_LM appears once in c^{LM}_{ij} and once as Y_LM(Ĝ). A changed sign, or any orthogonal change of basis within one L, cancels in the sum over M if both places use the same functions. The signs of Y_lm and Y_l'm' do not cancel in Q_ij and must agree with those in the projectors. For complex harmonics the first wave in each product of (1) is conjugated, and (6) becomes ∫ Y*_lm Y_l'm' Y*_LM dΩ. Equation (15) keeps its form by linearity. The relation Q_ij(−G) = (−1)^{l+l'} Q_ij(G) still holds, but with complex harmonics Q_ij(G) is in general neither purely real nor purely imaginary.

*Conditions.* The upper limit r_c in (5) requires the full and smooth waves to agree beyond r_c; a mismatch leaves a tail that (5) omits. Equation (7) requires each partial wave to be one radial function times one harmonic. A partial wave that is a sum of such products must be expanded first, and (4) is then applied to each pair of products.

*Order of work.* Tabulate c^{LM}_{ij} once. For each radial pair and allowed L, compute F_L on the needed lengths |G|. For each G evaluate Y_LM(Ĝ), form (4), and apply the phase and volume of (16) for each atom.

**7. Worked example: p_x with d_xy**

The example is a model with round parameters. The full waves are hydrogen-like 3p and 3d functions of length b = 0.08 Å, and r_c = 1.2 Å. With r in Å and u in Å^(−1/2),

u_p = 66.82 r² [1 − r/(6b)] e^{−r/(3b)},
u_d = 62.26 r³ e^{−r/(3b)}.

Each smooth partner has three coefficients, fixed by matching value, slope and curvature at r_c:

ũ_p = −2.786 r² + 2.150 r⁴ − 0.475 r⁶,
ũ_d = 3.041 r³ − 2.913 r⁵ + 0.759 r⁷.

These polynomials are used for r < r_c; beyond r_c the smooth waves equal the full ones. The coefficients are shown rounded, and the numbers below are computed with the unrounded values. The rounded ones change the last digit of some results, and they shift Q_ij at s = 1, where two terms nearly cancel, by about one per cent. By (17) the augmentation charges, in numbers of electrons, are 0.014 for the p wave with itself and 0.491 for the d wave with itself. For the mixed pair Q_ij(0) = 0.

*Angular part.* Let x̂, ŷ, ẑ be the components of a unit vector. Then p_x = √(3/4π) x̂ and d_xy = √(15/4π) x̂ŷ, so

p_x d_xy = (3√5/4π) x̂²ŷ = (3√5/4π) [ŷ/5 + (x̂²ŷ − ŷ/5)].  (19)

The first part has L = 1. The second has L = 3, because x²y − r²y/5 is homogeneous of degree three and its Laplacian is 2y − 10y/5 = 0. Here l = 1 and l' = 2, and the rule indeed allows L = 1 and 3.

Dividing the first part by Y_1,−1 = √(3/4π) ŷ gives the coefficient √(3/20π) = 0.2185. The second part contains two harmonics, with coefficients 0.2262 for M = −3 and −0.0584 for M = −1. An implementation that keeps one M per L would lose part of this function.

Take a cubic cell of edge a = 4 Å and G = s(2π/a)(1,2,2). Then Ĝ = (1,2,2)/3, ŷ/5 = 2/15 and x̂²ŷ = 2/27. The sums S_L = Σ_M c^{LM}_{ij} Y_LM(Ĝ) are

S_1 = (3√5/4π)(2/15) = 0.0712,
S_3 = (3√5/4π)(2/27 − 2/15) = −0.0316.

*Radial part and sum.* Since (−i)¹ = −i and (−i)³ = +i,

Q_ij(G) = i·4π (−F_1 S_1 + F_3 S_3).  (20)

At s = 1, |G| = 4.712 Å⁻¹, which corresponds to a kinetic energy G²/2 of 84.6 eV. The transforms are F_1 = 0.00853 and F_3 = −0.02292, so

L = 1: −4π × 0.00853 × 0.0712 = −0.0076,
L = 3: 4π × (−0.02292) × (−0.0316) = +0.0091,
Im Q_ij = +0.0015.

The two terms nearly cancel. Dropping L = 3 would give −0.0076, which has the wrong sign and about five times the correct magnitude.

At s = 2 (338 eV) the terms are −0.0275 and −0.0058, with sum −0.0333. At s = 3 (761 eV) they are −0.0003 and −0.0064, with sum −0.0066. The magnitude does not fall steadily along this direction: it is larger at 761 eV than at 85 eV. A small coefficient at one wave vector is therefore no evidence that the density cutoff is sufficient.

*The dipole limit.* The moments are M_1 = −0.07255 Å and M_3 = −0.0622 Å³. The angular integral of ŷ with (19) is (3√5/4π)(4π/15) = 1/√5, because the average of x̂²ŷ² over the sphere is 1/15. Hence

D_y = M_1/√5 = −0.0324 Å.

By (18), the first correction to F_1 relative to its leading term is −G² M_3/(10 M_1), or about −0.086 G² with G in Å⁻¹. It reaches one per cent in magnitude near G = 0.34 Å⁻¹. At s = 1 the leading term GM_1/3 would be −0.114, whereas F_1 is +0.0085. The dipole approximation cannot replace the Bessel transform there.

*Position in the cell.* For the atom at R = (0.5, 0.7, 0.9) Å and s = 1,

G·R = (2π/4)(0.5 + 1.4 + 1.8) = 5.81,
e^{−iG·R} = 0.89 + 0.45i.

Multiplying by i × 0.00148 and dividing by Ω = 64 Å³ gives

n_ij(G) = (−1.05 + 2.06i) × 10⁻⁵ Å⁻³.

A direct Fourier sum of the density on a uniform grid of 60³ points in the cell gives the same value to the digits shown; a grid of 32³ points is too coarse for this and gives (−1.04 + 2.08i) × 10⁻⁵ Å⁻³. The numerical check also compares (4) with three-dimensional quadrature of (3) for all p and d pairs of the model at four wave vectors, including G = 0; the largest difference is 5 × 10⁻¹⁵.

Numbers as computed

```
length parameter b = 0.08 angstrom
cutoff radius r_c = 1.2 angstrom
cell edge a = 4.0 angstrom
atom position = [0.5 0.7 0.9] angstrom
radial functions: r in angstrom, u in angstrom^(-1/2)
3p normalization factor = 66.8229
3p smooth coefficients of r^2, r^4, r^6 = -2.78592, 2.14963, -0.47498
3p augmentation charge Q_ii(0) = 0.01418 (no unit)
3d normalization factor = 62.2586
3d smooth coefficients of r^3, r^5, r^7 = 3.04134, -2.91316, 0.75864
3d augmentation charge Q_ii(0) = 0.49141 (no unit)
Gaunt coefficients of p_x with d_xy (no unit):
  L=1 M=-1: +0.21851
  L=3 M=-3: +0.22618
  L=3 M=-1: -0.05840
largest forbidden Gaunt coefficient, l,l'<=3: 2.7e-15
angular sum over M, L=1: +0.07118 (no unit)
angular sum over M, L=3: -0.03163 (no unit)
radial moment of r q: -0.07255 angstrom
radial moment of r^3 q: -0.06219 angstrom^3
dipole of Q along y: -0.03245 angstrom
p_x,d_xy at multiples s of the (1,2,2) vector; Q = i Im Q:
 s=1: |G| = 4.7124 1/angstrom, kinetic energy = 84.61 eV
   F_1 = +0.008533, F_3 = -0.022923 (no unit)
   Im Q: L=1 -0.007632, L=3 +0.009112, sum +0.001481
 s=2: |G| = 9.4248 1/angstrom, kinetic energy = 338.43 eV
   F_1 = +0.030732, F_3 = +0.014651 (no unit)
   Im Q: L=1 -0.027487, L=3 -0.005824, sum -0.033311
 s=3: |G| = 14.1372 1/angstrom, kinetic energy = 761.46 eV
   F_1 = +0.000284, F_3 = +0.016079 (no unit)
   Im Q: L=1 -0.000254, L=3 -0.006392, sum -0.006646
largest |direct - expansion|, all p,d pairs: 5.1e-15
cell coefficient at s=1, in 1/angstrom^3:
  grid sum  -0.00001050 +0.00002061 i
  expansion -0.00001050 +0.00002061 i
```
